# Signal and bias voltage in a magnetic tunnel junction sensor

**The question**

A magnetic tunnel junction has resistance $R_P$ when the magnetizations of its two electrodes are parallel, and $R_{AP}$ when they are antiparallel. Let $V\ge 0$ be the voltage across the junction itself, without leads. The magnetoresistance is defined here by

$$M(V)=\frac{R_{AP}(V)-R_P}{R_{AP}(V)},$$

with both resistances taken at the same voltage. Assume that $R_P$ does not depend on $V$, and that $M$ falls linearly from $M_0$ at zero bias, with $0<M_0<1$, to $M_0/2$ at the voltage $V_h$.

For numbers, take $M_0=0.50$, $V_h=0.50$ V, an MgO barrier 1.5 nm thick, a resistance-area product of 10 kΩ µm², an area of 100 µm² and a temperature of 300 K. These are rough typical values, and $M_0$ and $V_h$ are understood to be those at the temperature of use.

## (a) Where "bias times magnetoresistance" comes from

**Question.** Show that the signal, meaning the difference in output between the two states, is proportional to $VM(V)$ when the voltage is held fixed. What is the corresponding statement when the current is held fixed?

**Answer.** At fixed voltage the output is a current, and the two states differ by

$$\Delta I=\frac{V}{R_P}-\frac{V}{R_{AP}}=\frac{V}{R_P}\,\frac{R_{AP}-R_P}{R_{AP}}=\frac{V\,M(V)}{R_P}.$$

Since $R_P$ is constant, $\Delta I\propto VM(V)$.

At fixed current $I$ the output is a voltage. The two states now sit at different voltages, $V_P=IR_P$ and $V_{AP}=IR_{AP}(V_{AP})$. Their difference is

$$\Delta U=I\,[R_{AP}(V_{AP})-R_P]=IR_{AP}(V_{AP})\,M(V_{AP})=V_{AP}\,M(V_{AP}).$$

The second step uses the constancy of $R_P$, which has the same value at $V_P$ as at $V_{AP}$. The product form therefore survives, provided that "bias" means the voltage in the antiparallel state.

A field sensor usually turns one magnetization by a small angle instead of reversing it. Suppose that the conductance varies linearly with the cosine of the angle $\theta$ between the magnetizations. At fixed voltage the signal is then $\tfrac12(VM/R_P)\,\Delta(\cos\theta)$. If the rotation produced by a given field does not depend on bias, this is a fixed fraction of the full signal, and the same optimum applies at fixed voltage. At fixed current it does not. The voltage change is then the current change divided by the differential conductance, which for the linear law of part (b) at $\theta=90^\circ$ is $[1-M_0/2+M_0V/(2V_h)]/R_P$. This rises with bias and pulls the optimum down, to about 0.44 V for our junction.

## (b) The bias of largest signal

**Question.** Show that the signal $S=cVM(V)$, with $c$ a positive constant, has its maximum at $V=V_h$.

**Answer.** The straight line through $(0,M_0)$ and $(V_h,M_0/2)$ has slope $-M_0/(2V_h)$, so

$$M(V)=M_0\left(1-\frac{V}{2V_h}\right).$$

It reaches zero at $2V_h$. Beyond that voltage the line would give a negative magnetoresistance, which the assumption was not meant to describe, so we keep to $0\le V\le 2V_h$. Then

$$S=cM_0\left(V-\frac{V^2}{2V_h}\right),\qquad \frac{dS}{dV}=cM_0\left(1-\frac{V}{V_h}\right).$$

The derivative is positive below $V_h$ and negative above it. The signal therefore has a single maximum in the range, at $V=V_h$, with the value

$$S_{\max}=cM_0\left(V_h-\frac{V_h}{2}\right)=\frac{cM_0V_h}{2}.$$

At low bias the signal grows because there is more voltage to modulate. At high bias the loss of magnetoresistance outweighs this gain. The two relative rates of change balance when $1/V=1/(2V_h-V)$, which again gives $V=V_h$.

For fixed current one more step is needed, because the quantity adjusted is $I$ and not $V_{AP}$. From $R_{AP}=R_P/(1-M)$,

$$I=\frac{V_{AP}\,[1-M(V_{AP})]}{R_P},\qquad \frac{dI}{dV_{AP}}=\frac{1}{R_P}\left(1-M_0+\frac{M_0V_{AP}}{V_h}\right)>0.$$

Each current thus corresponds to one antiparallel voltage, and the largest signal is reached at the current for which $V_{AP}=V_h$.

## (c) The penalty for half the optimum bias

**Question.** What fraction of the largest signal is lost at $V=V_h/2$?

**Answer.** Divide $S$ by $S_{\max}$ and complete the square:

$$\frac{S}{S_{\max}}=\frac{2V}{V_h}-\frac{V^2}{V_h^2}=1-\left(1-\frac{V}{V_h}\right)^2.$$

At $V=V_h/2$ this equals $1-\tfrac14=\tfrac34$. The loss is 25% of the peak signal, or 2.5 dB in amplitude.

The factors can be traced separately. Halving the bias multiplies $V$ by $\tfrac12$, while $M$ rises from $M_0/2$ to $3M_0/4$, a factor of $\tfrac32$. Their product is $\tfrac34$.

The loss is quadratic in the distance from the optimum, so a bias 10% below $V_h$ costs only 1% of the signal. The curve is also symmetric: $3V_h/2$ gives the same signal as $V_h/2$, but with three times the voltage across the barrier.

At fixed current, the factor $\tfrac34$ refers to halving $V_{AP}$. The current must then be reduced to less than half, because $1-M$ is smaller at the lower voltage.

## (d) Numbers for the junction

**Question.** Compare the signal, barrier field and parallel-state power at $V_h$ and $V_h/2$ for fixed-voltage operation. Estimate the self-heating if all the heat flows straight down through 100 nm of oxide with thermal conductivity 1.4 W/(m K).

**Answer.** The parallel resistance is the resistance-area product divided by the area, $R_P=100$ Ω. The signals are

$$\Delta I(V_h)=\frac{0.50\times0.25}{100}\ \text{A}=1.25\ \text{mA},$$

$$\Delta I(V_h/2)=\frac{0.25\times0.375}{100}\ \text{A}=0.94\ \text{mA}.$$

The field $V/d$, with $d$ the barrier thickness, falls from 3.3 to 1.7 MV/cm. The power $V^2/R_P$ falls from 2.5 to 0.63 mW. A quarter of the signal is given up for half the field and a quarter of the power.

For heat flow through an oxide of thickness $t$, conductivity $\kappa$ and area $A$, the temperature rise is $\Delta T=Pt/(\kappa A)$. At $V_h$,

$$\Delta T=\frac{(2.5\times10^{-3})(100\times10^{-9})}{1.4\times(100\times10^{-12})}\ \text{K}\approx1.8\ \text{K}.$$

At $V_h/2$ it is about 0.4 K. The estimate omits the thermal resistance of the substrate and the sideways spreading of heat. The oxide alone thus adds little on a scale of 300 K, but the substrate can matter. Spreading from a disk of the same area and radius $a$ adds $P/(4\kappa a)$ at most if the leads carry heat away too. At $V_h$ this is about 0.7 K on silicon ($\kappa\approx150$ W/(m K)) but about 80 K on glass. Self-heating is small only on a well-conducting substrate.

The same junction at fixed current has its largest signal at 3.75 mA. There $V_{AP}=0.50$ V and $V_P=0.375$ V, so the signal is 125 mV. Numerical maximization of the output difference, computed directly from the two resistances, puts the peak at 0.5000 V for both ways of driving the junction.

## (e) If the other magnetoresistance ratio is the linear one

**Question.** Magnetoresistance is often quoted as $T=(R_{AP}-R_P)/R_P$. Suppose that $T$, rather than $M$, falls linearly from $T_0$ and halves at $V_h$. Find the new optimum at fixed voltage and the fraction of the peak signal kept at $V_h/2$.

**Answer.** From $R_{AP}=R_P(1+T)$ we have $M=T/(1+T)$, so the signal is proportional to $VT/(1+T)$. This reduces to $VT$ only when $T\ll1$.

Put $x=V/(2V_h)$, so that $T=T_0(1-x)$, and define $s=\sqrt{1+T_0}$. The signal is proportional to

$$f(x)=\frac{T_0(x-x^2)}{1+T_0-T_0x}.$$

By the quotient rule, $df/dx$ has the sign of

$$(1-2x)(1+T_0-T_0x)+T_0(x-x^2)=(1+T_0)(1-2x)+T_0x^2.$$

With $T_0=s^2-1$, the right-hand side becomes

$$s^2(1-2x)+(s^2-1)x^2=s^2(1-x)^2-x^2.$$

This is positive for small $x$ and vanishes once in the range, when $s(1-x)=x$. Hence

$$V_{\text{peak}}=2V_h\,\frac{s}{1+s}.$$

At the peak, $1-x=1/(1+s)$. Since $T_0=(s-1)(s+1)$, this gives $T=s-1$ and $M=(s-1)/s$, so

$$(VM)_{\max}=2V_h\,\frac{s-1}{s+1}.$$

At $V_h/2$ we have $T=3T_0/4$, and therefore

$$VM=\frac{V_h}{2}\,\frac{3T_0}{4+3T_0}.$$

Dividing by the maximum, and using $T_0=(s-1)(s+1)$ and $4+3T_0=1+3s^2$, gives

$$\frac{S(V_h/2)}{S_{\max}}=\frac{3(s+1)^2}{4(1+3s^2)}.$$

For $T_0\to0$, $s\to1$: the peak returns to $V_h$ and the kept fraction to $\tfrac34$. For $T_0\to\infty$ the peak moves towards $2V_h$ and the kept fraction falls to $\tfrac14$. In that limit $M$ stays close to 1 over most of the range, so the signal is nearly proportional to $V$.

Our junction has $T_0=M_0/(1-M_0)=1$. If its $T$ were the linear quantity, with the same $V_h$, the peak would lie at 0.586 V and $V_h/2$ would keep 62% of it. The loss would be 38% instead of 25%. For large magnetoresistance, one must therefore know which ratio was measured to be linear.

## (f) Signal against noise

**Question.** At fixed voltage, which bias gives the best signal-to-noise ratio when the noise comes from (i) an amplifier with constant noise, (ii) shot noise, (iii) resistance fluctuations with a $1/f$ spectrum?

**Answer.** Evaluate the junction noise in the parallel state, where $I=V/R_P$. The numbers below depend on this choice. At $\theta=90^\circ$ or in the antiparallel state, the shot-noise optimum becomes 0.31 or 0.28 V, and the gain in case (iii) becomes about 1.6 or 1.8.

(i) Constant noise leaves the ratio proportional to $S$. The optimum is $V_h$, and biasing at $V_h/2$ costs 25%.

(ii) Shot noise has the spectral density $2eI$, with $e$ the elementary charge, so its amplitude grows as $\sqrt V$. The ratio is proportional to $\sqrt V\,[1-V/(2V_h)]$. Setting its derivative to zero,

$$\frac{1}{2\sqrt V}-\frac{3\sqrt V}{4V_h}=0\quad\Rightarrow\quad V=\frac{2V_h}{3}=0.333\ \text{V}.$$

Going from $V_h$ to $V_h/2$ now multiplies the ratio by $\tfrac34\sqrt2\approx1.06$, a slight gain.

(iii) Resistance fluctuations give a current noise density $\alpha I^2/(Af)$, where $f$ is the frequency and $\alpha$ measures the strength of the noise. If $\alpha$ does not depend on bias, the amplitude is proportional to $V$, so the ratio follows $M$ alone. Going from $V_h$ to $V_h/2$ then improves it by a factor of $\tfrac32$. In general the factor is $\tfrac32\sqrt{\alpha(V_h)/\alpha(V_h/2)}$, so an $\alpha$ that falls with bias, as it can in real junctions, reduces the gain. We keep $\alpha$ constant below. Lower bias continues to help until white noise, meaning thermal and shot noise, is no longer negligible. Because $M$ changes little near zero bias, even a small share of white noise is enough to end the gain.

Take $\alpha=10^{-9}$ µm² as a rough value. At $V_h$ the $1/f$ noise equals the white noise at about 160 kHz. With thermal, shot and $1/f$ noise all included, but no amplifier noise, the best bias is 0.012 V at 10 Hz and 0.331 V at 10 MHz. At 10 Hz, the "penalty" of part (c) is thus a gain of 1.5 in signal-to-noise ratio. The conclusion depends on the amplifier: at 0.012 V the signal is small, and amplifier noise would push the optimum upwards. It also leaves out magnetic fluctuations of the electrodes, which can dominate the low-frequency noise of a real sensor. If the fluctuations in angle do not depend on bias, their current noise at fixed voltage grows with $VM$, just as the signal of a small rotation does. Where they dominate, lowering the bias brings no gain.

## (g) How far the result carries over to real junctions

**Question.** Discuss the effect of a parallel resistance that falls with bias and of a curved $M(V)$. Set the example beside real MgO junctions.

**Answer.** Let the parallel conductance grow by a factor $g(V)$, with $M(V)$ unchanged. At fixed voltage the signal is then proportional to $gVM$, and

$$\frac{d\ln S}{dV}=\frac1V-\frac{1}{2V_h-V}+\frac{1}{g}\frac{dg}{dV}.$$

The first two terms cancel at $V_h$. If $g$ is increasing, the slope there is still positive, and the maximum lies higher.

A zero-temperature WKB estimate gives a rough idea of the shift for a free-electron barrier. It uses a rectangular barrier tilted by the bias and a tunnelling mass of 0.4 electron masses, and leaves out image forces and the electrodes' band structure:

- For a 3 eV barrier, the conductance at $V_h$ is 8% above its low-bias value. The peak moves to 0.54 V, and $V_h/2$ keeps 70% of it.
- For a 1 eV barrier, the growth is 28%. The peak moves to 0.65 V, and $V_h/2$ keeps 58%.

These figures depend on the approximation. Solving the same barriers exactly, with the same mass in the electrodes and a 4 eV Fermi energy, changes the 3 eV case little (peak at 0.54 V). For the 1 eV barrier it gives a growth of 18%, a peak at 0.59 V and 64% kept. The two heights bracket the example rather than match it: in WKB they give resistance-area products of about $8\times10^5$ and $1\times10^3$ Ω µm². A free-electron barrier also does not describe the symmetry-filtered tunnelling of crystalline MgO, so the bias dependence of $R_P$ in a real junction has to be measured.

Curvature of $M(V)$ matters too. Two other laws with the same $M_0$ and $V_h$, and with constant $R_P$, show this:

- For $M=M_0[1-V^2/(2V_h^2)]$, the condition $1-3V^2/(2V_h^2)=0$ puts the peak at $\sqrt{2/3}\,V_h=0.41$ V. Biasing at $V_h/2$ keeps 80%.
- For $M=M_0/[1+(V/V_h)^2]$, the derivative of $VM$ is proportional to $1-V^2/V_h^2$ and the peak stays at $V_h$. Again $V_h/2$ keeps 80%.

A peak at $V_h$ is therefore not proof of a linear law, and halving at $V_h$ does not by itself fix the peak.

A zero-bias $T_0$ of about 100% is ordinary for MgO junctions at room temperature, and good junctions exceed it. Halving voltages are usually quoted for $T$, not for $M$, and the two differ. In the example $T$ has halved when $M=\tfrac13$, which happens at $2V_h/3=0.33$ V, whereas $M$ halves at 0.50 V. A quoted halving voltage should therefore not be inserted as $V_h$ without checking which ratio it describes. A bias of 0.5 V on a single junction is high for a field sensor. The barrier field at $V_h$ is about one third of a rough breakdown field of 10 MV/cm, but that ratio does not establish a safe lifetime, which also depends on barrier quality and time under stress. Real junctions can depart from both the straight line and the constant $R_P$. In the cases worked out here, these departures put the peak between about 0.4 and 0.65 V and the loss at $V_h/2$ between about 20% and 42%. This is the spread of the chosen cases, not a bound. The often-used law $T=T_0/[1+(V/V_h)^2]$, for instance, gives $VM=VT_0/[1+T_0+(V/V_h)^2]$. This peaks at $V_h\sqrt{1+T_0}$, which is 0.71 V for $T_0=1$, and the loss at $V_h/2$ is 37%. The 25% belongs to the linear law for $M$ with constant $R_P$. The numerical output lists the separate cases.

## Computed results

```
INPUTS (rough typical values)
M0 = 0.50; common ratio T0 = 1.00
halving voltage Vh = 0.50 V
barrier thickness = 1.5 nm
resistance-area product = 10 kohm um^2
area = 100 um^2; R_P = 100 ohm
temperature = 300 K
MAIN RESULT
signal peak, fixed voltage: V = 0.5000 V
signal peak, fixed current: V_AP = 0.5000 V
  current there = 3.750 mA
  voltage signal there = 125.00 mV
at V = 0.50 V: M = 0.2500
  current signal = 1.2500 mA
  field = 3.33 MV/cm
  parallel-state power = 2.500 mW
  self-heating = 1.79 K
at V = 0.25 V: M = 0.3750
  current signal = 0.9375 mA
  field = 1.67 MV/cm
  parallel-state power = 0.625 mW
  self-heating = 0.45 K
signal kept at Vh/2 = 75.00 %
signal loss = 25.00 %
amplitude change = -2.50 dB
NEGLECTED EFFECTS
rough breakdown field = 10 MV/cm
field at Vh / breakdown = 0.33
oxide: 100 nm, 1.4 W/(m K)
T linear: peak 0.586 V, kept at Vh/2 62.4 %
parabola: peak 0.408 V, kept at Vh/2 80.4 %
Lorentzian: peak 0.500 V, kept at Vh/2 80.0 %
tunnelling mass = 0.4 electron masses
barrier 3.0 eV: conductance growth at Vh 8.4 %
  peak 0.543 V, kept at Vh/2 70.1 %
barrier 1.0 eV: conductance growth at Vh 27.6 %
  peak 0.647 V, kept at Vh/2 57.9 %
1/f noise strength = 1e-09 um^2
1/f corner at Vh = 156 kHz
pure shot noise: best signal/noise at 0.3333 V
at 10 Hz: best signal/noise at 0.012 V
  signal/noise at Vh/2 over that at Vh = 1.500
at 10000000 Hz: best signal/noise at 0.331 V
  signal/noise at Vh/2 over that at Vh = 1.065
```
